# Evanescent Fields Expose Resist: Absorption Draws the Normal Energy Flux

An evanescent field can expose resist. The absorbed power per unit volume is $\tfrac12\omega\varepsilon_0\varepsilon''|E|^2$, where $\varepsilon''$ is the imaginary part of the resist's relative permittivity. It depends on the local field, and this is not zero in an evanescent wave. The statement that such a wave carries no normal energy flux holds for a single evanescent wave in a lossless medium. In an absorber the decay constant becomes complex, and the field acquires the normal flux that the absorption consumes.

In the counter-example below, light meets a prism face beyond the critical angle for the resist. Without absorption all of it is reflected. With a typical resist absorption, 6.9 % of the incident normal flux ends up in the resist, and two such beams can raise the absorbed energy above a clearing threshold in a periodic pattern.

## The counter-example

### Geometry and flux

A lossless prism of index 1.92 is separated from a resist by a water gap of index 1.44 and thickness $d=10$ nm. The resist has complex index $n+ik=1.70+0.03i$, so that

$$
\varepsilon=(n+ik)^2=\varepsilon'+i\varepsilon''=2.889+0.102\,i .
$$

It fills the half-space $z>0$, with $z$ pointing into it. The vacuum wavelength is $\lambda=193.4$ nm and $k_0=2\pi/\lambda=0.03249$ nm$^{-1}$. All media are linear, isotropic and nonmagnetic.

Fields vary as $e^{-i\omega t}$, so a positive $\varepsilon''$ means loss. The light is TE polarized, with electric field $E_y=E(z)e^{ik_xx}$. The tangential wavenumber $k_x=1.85\,k_0=0.06010$ nm$^{-1}$ is the same in every layer, because the boundary conditions must hold at every $x$. It corresponds to an angle of 74.5° in the prism; the critical angle for a lossless resist of index 1.70 is 62.3°.

Maxwell's equations give in each layer

$$
E''=(k_x^2-\varepsilon k_0^2)E, \qquad (1)
$$

where primes on $E$ are derivatives with respect to $z$. From $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ follows $H_x=iE'/(\omega\mu_0)$, apart from the common factor $e^{ik_xx}$. The time-averaged normal flux is therefore

$$
S_z=-\tfrac12\mathrm{Re}(E_yH_x^*)=\frac{1}{2\omega\mu_0}\mathrm{Im}(E^*E'). \qquad (2)
$$

A wave $e^{i\beta z}$ with $\beta>0$ gives a positive result, which confirms the sign.

For a single evanescent wave $E=E_0e^{-\kappa z}$ with real $\kappa$, $E^*E'=-\kappa|E|^2$ is real and $S_z=0$. This is the true part of the objection.

### What loss does to the field in the resist

The field that vanishes at great depth is $E=E_0e^{-qz}$, with

$$
q^2=k_x^2-\varepsilon k_0^2,\qquad q=a-ib,\qquad a>0 .
$$

Since $q^2=a^2-b^2-2iab$, comparing imaginary parts gives

$$
2ab=k_0^2\varepsilon''. \qquad (3)
$$

Hence $b>0$ whenever $\varepsilon''>0$. The field is $E_0e^{-az}e^{ibz}$: it still decays, but its phase now advances with depth. Inserting $E'=-qE$ into (2), and using $\mathrm{Im}(-q)=b$, gives

$$
S_z=\frac{b|E_0|^2}{2\omega\mu_0}e^{-2az}. \qquad (4)
$$

The power absorbed below the surface, per unit area, can be calculated separately:

$$
\int_0^\infty\tfrac12\omega\varepsilon_0\varepsilon''|E_0|^2e^{-2az}\,dz
=\frac{\omega\varepsilon_0\varepsilon''|E_0|^2}{4a}.
$$

Replacing $\varepsilon''$ by $2ab/k_0^2$ and using $k_0^2=\omega^2\varepsilon_0\mu_0$ turns this into $b|E_0|^2/(2\omega\mu_0)$, which is (4) at $z=0$. The phase tilt supplies what the resist absorbs.

Here $a=0.02383$ nm$^{-1}$ and $b=0.00226$ nm$^{-1}$. The phase tilt is weak, $b/a=0.095$, and the field remains evanescent in character: the absorbed density falls by a factor $e$ in $1/(2a)=21.0$ nm.

### How power crosses the gap

In the lossless gap the decay constant is $g=\sqrt{k_x^2-1.44^2k_0^2}=0.03773$ nm$^{-1}$, and the field consists of two waves,

$$
E=Ae^{-gz}+Be^{gz}.
$$

Then

$$
E^*E'=g(A^*e^{-gz}+B^*e^{gz})(-Ae^{-gz}+Be^{gz}).
$$

The terms in $|A|^2$ and $|B|^2$ are real. The cross terms are $g(A^*B-AB^*)=2ig\,\mathrm{Im}(A^*B)$, so

$$
S_z=\frac{g}{\omega\mu_0}\mathrm{Im}(A^*B). \qquad (5)
$$

Neither wave carries normal flux by itself, but the pair does when their phases differ by something other than a multiple of $\pi$.

The resist sets this phase. For TE light $E$ and $E'$ are continuous at $z=0$, so $A+B=E_0$ and $g(A-B)=qE_0$. Dividing the second by the first and solving,

$$
\frac BA=\frac{g-q}{g+q}.
$$

This is real for real $q$. For $q=a-ib$,

$$
\mathrm{Im}\frac BA=\frac{b(g+a)+b(g-a)}{|g+q|^2}=\frac{2gb}{|g+q|^2}>0 .
$$

The example has $B/A=0.224+0.045i$. The small imaginary part carries all the power that reaches the resist.

### Matching to the prism

In the prism the normal wavenumber is $p=\sqrt{1.92^2k_0^2-k_x^2}=0.01669$ nm$^{-1}$. With unit incident amplitude at the prism face,

$$
E=e^{ip(z+d)}+re^{-ip(z+d)} .
$$

At $z=-d$ this gives $E=1+r$ and $E'=ip(1-r)$. Adding $ipE$ and $E'$ eliminates $r$:

$$
ipE(-d)+E'(-d)=2ip. \qquad (6)
$$

The gap field that has value $t$ and slope $-qt$ at the resist surface is

$$
E(z)=t\left[\cosh gz-\frac qg\sinh gz\right].
$$

At the prism face, therefore,

$$
E(-d)=t\left[\cosh gd+\frac qg\sinh gd\right],
$$

$$
E'(-d)=-t\left[g\sinh gd+q\cosh gd\right].
$$

Substitution into (6) gives the amplitude at the resist surface:

$$
t=\frac{2ip}{(ip-q)\cosh gd+(ipq/g-g)\sinh gd}. \qquad (7)
$$

In the prism, (2) gives a net flux proportional to $p(1-|r|^2)$, because the cross terms between the incident and reflected waves contribute nothing to the imaginary part. Flux is conserved through the lossless gap, and at the resist surface the same quantity is $b|t|^2$. The absorbed fraction of the incident normal flux is thus

$$
\mathcal A=1-|r|^2=\frac{b|t|^2}{p}. \qquad (8)
$$

Equation (7) gives $|t|^2=0.512$, and

$$
\mathcal A=\frac{0.00226\times0.5124}{0.01669}=0.069 .
$$

A finite-difference solution of (1) through the same stack, which does not use (7) or (8), gives 0.06935 both from the integrated absorption and from the missing reflected power. Equation (8) gives 0.06935 as well.

If $\varepsilon''$ is set to zero at fixed $\varepsilon'$, the absorbed fraction vanishes, yet $|t|^2$ is 0.535. The lossless surface has a strong field and no normal flux. Zero flux is therefore no evidence of a weak field, nor of what an absorber would take from it.

## The general statement and its proof

The correct statement is not restricted to TE waves or flat layers. **In a linear, isotropic, nonmagnetic medium under steady monochromatic illumination, the absorbed power density is $\tfrac12\omega\varepsilon_0\varepsilon''|\mathbf E|^2$, and the net flux into any source-free volume equals the power absorbed in it.** An absorbing, source-free volume with a nonzero field therefore receives a nonzero net flux, whether that field is propagating or evanescent.

For the proof, take the two curl equations,

$$
\nabla\times\mathbf E=i\omega\mu_0\mathbf H,\qquad
\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E,
$$

and the identity $\nabla\cdot(\mathbf E\times\mathbf H^*)=\mathbf H^*\cdot\nabla\times\mathbf E-\mathbf E\cdot\nabla\times\mathbf H^*$. The complex conjugate of the second curl equation is $\nabla\times\mathbf H^*=i\omega\varepsilon_0\varepsilon^*\mathbf E^*$. Hence

$$
\nabla\cdot(\mathbf E\times\mathbf H^*)
=i\omega\mu_0|\mathbf H|^2-i\omega\varepsilon_0(\varepsilon'-i\varepsilon'')|\mathbf E|^2 .
$$

The terms with $|\mathbf H|^2$ and $\varepsilon'$ are imaginary. The last one is $-\omega\varepsilon_0\varepsilon''|\mathbf E|^2$. Half the real part is

$$
\nabla\cdot\mathbf S=-\tfrac12\omega\varepsilon_0\varepsilon''|\mathbf E|^2. \qquad (9)
$$

Integrating over a volume and applying the divergence theorem gives the statement.

The theorem also covers the TM near fields used in plasmonic patterning. A lone TM wave $H_y\propto e^{-\kappa z}$ in a lossless medium has $E_x=i\kappa H_y/(\omega\varepsilon_0\varepsilon)$, a quarter period out of phase with $H_y$, so its normal flux is again zero. In an absorbing resist (9) applies unchanged. A metal mask absorbs too, and the source must supply both losses.

### Why the zero-flux field still predicts the exposure

Using (3) to replace $b$ in (8),

$$
\mathcal A=\frac{k_0^2\varepsilon''|t|^2}{2ap}. \qquad (10)
$$

One factor of $\varepsilon''$ stands in front. Let $t_0$ and $a_0$ be the values for $\varepsilon''=0$. As long as $a_0>0$, $q$ is a smooth function of $\varepsilon''$ there. The denominator of (7) does not vanish in that limit, since its imaginary part is $p[\cosh gd+(a_0/g)\sinh gd]>0$. Therefore $t=t_0+O(\varepsilon'')$, and

$$
\mathcal A=\frac{k_0^2\varepsilon''|t_0|^2}{2a_0p}+O(\varepsilon''^2). \qquad (11)
$$

The leading absorption follows from the field of the lossless problem, the one with zero normal flux. The flux itself is of first order in $\varepsilon''$, so the zero-order field cannot show it. Absorption changes the strength of the field too, but this affects the absorbed power at the next order.

For the example, (11) gives 0.0727, which is 4.9 % above the full value. Most of the difference comes from the drop of $|t|^2$ from 0.535 to 0.512, a factor of 1.044. The rest comes from $a$: since $a^2-b^2=a_0^2$, the ratio $a/a_0$ is about $1+b^2/(2a^2)=1.0045$.

### Strong absorption

More loss does not mean more absorbed power without limit. For very large $\varepsilon''$ at fixed $\varepsilon'$, $q^2\approx-i\varepsilon''k_0^2$, so $a\approx b\approx k_0\sqrt{\varepsilon''/2}$. The terms with $q$ dominate the denominator of (7), and

$$
|t|^2\approx\frac{4p^2}{k_0^2\varepsilon''\left[\cosh^2gd+(p/g)^2\sinh^2gd\right]} .
$$

By (8), $\mathcal A$ then falls as $\varepsilon''^{-1/2}$. The absorbed density at the surface, proportional to $\varepsilon''|t|^2$, levels off, while the depth $1/(2a)$ shrinks.

Since $\mathcal A$ rises from zero and later returns towards zero, it has a maximum between. With the other parameters of the example fixed, the maximum is $\mathcal A=0.349$ at $\varepsilon''=1.89$. At a quarter of this loss $\mathcal A$ is 0.240, and at four times the loss 0.282. The resist of the example, with $\varepsilon''=0.102$, lies far on the weak side, where extra absorption still adds exposure.

### A wide gap

For $gd\gg1$ both hyperbolic functions in (7) approach $e^{gd}/2$. The denominator becomes $\tfrac12e^{gd}(g+q)(ip-g)/g$, and

$$
|t|^2\approx\frac{16p^2g^2}{|g+q|^2(p^2+g^2)}e^{-2gd}. \qquad (12)
$$

Exposure is then possible in principle but takes exponentially longer. This, and not the absence of flux in the lossless problem, limits near-field exposure at a distance.

## From absorbed power to a pattern

Two equal beams with tangential wavenumbers $k_x$ and $-k_x$ give the field $2\cos(k_xx)E(z)$. The absorbed density is $4\cos^2(k_xx)$ times that of one beam. The fringe period is $\pi/k_x=52.3$ nm, a half-pitch of 26.1 nm.

The lateral flux is $S_x=\mathrm{Im}(E_y^*\partial_xE_y)/(2\omega\mu_0)$, by the same steps as for (2). For one beam it is $k_x/b\approx27$ times the normal flux in the resist, but it is uniform along $x$: as much leaves a column as enters it. For the two beams $E_y^*\partial_xE_y$ is real, so $S_x=0$ everywhere. Each column of the pattern is then fed through the surface directly above it, by the very component that was said to be missing.

Suppose that the resist clears where the absorbed energy density reaches a threshold $u_c$. Let this threshold correspond to a dose $D_c=20$ mJ/cm$^2$ of an ordinary travelling wave, measured inside the resist. Such a wave has intensity $I=\tfrac12n\varepsilon_0c|E|^2$. With $\varepsilon''=2nk$, its absorbed power density is

$$
\tfrac12\omega\varepsilon_0(2nk)|E|^2=\frac{2\omega k}{c}I=\alpha I,\qquad \alpha=\frac{4\pi k}{\lambda}.
$$

Here $\alpha=1.949$ µm$^{-1}=1.949\times10^4$ cm$^{-1}$, and $u_c=\alpha D_c=390$ J/cm$^3$.

Let $F$ be the incident fluence of each beam per unit area of the interface. One beam deposits the density $2aF\mathcal A e^{-2az}$, which integrates over depth to $F\mathcal A$. In the centre of a bright fringe the density is four times as large:

$$
u(z)=8aF\mathcal A e^{-2az}. \qquad (13)
$$

To clear to a depth $z_c=15$ nm,

$$
F=\frac{u_ce^{2az_c}}{8a\mathcal A}
=\frac{389.9\times2.044}{8\times(2.383\times10^5)\times0.06935}\ \frac{\mathrm J}{\mathrm{cm}^2}
=6.0\ \frac{\mathrm{mJ}}{\mathrm{cm}^2},
$$

where $a$ is in cm$^{-1}$. At 0.05 mJ/cm$^2$ per pulse and beam this takes 121 pulses.

Solving (13) for depth shows that $z_c$ grows with the logarithm of $F$. In the resist half-space, doubling the fluence adds $\ln2/(2a)=14.5$ nm, for a cleared depth of 29.5 nm. At the surface the density exceeds threshold where $\cos^2(k_xx)\ge e^{-2az_c}$, over a width

$$
w=\frac{2}{k_x}\arccos(e^{-az_c})=26.5\ \mathrm{nm}.
$$

This is near the half-pitch because $e^{-2az_c}=0.49$ is near one half. The region above threshold narrows with depth and closes at $z_c$. It is not a prediction of the developed profile.

## The model beside a real exposure

The parameters are rough values for solid-immersion interference lithography at 193 nm with a sapphire prism. The threshold dose and the 10 nm gap are round choices, and so small a gap is demanding to hold over a large area. The assumption most plainly broken is the resist half-space. For a 60 nm film on silicon, with rough silicon index $0.88+2.78i$, the absorbed density at fixed fluence is 7 % lower at the surface and 14 % lower at 15 nm. Compensating at that depth raises $F$ from 6.0 to about 7.0 mJ/cm$^2$.

The silicon absorbs 0.5 % of the incident flux and the film 5.2 %, together less than the 6.9 % of the half-space. The total is lower, although the silicon absorbs too, because the wave it returns weakens the field in the film. The silicon's decay constant $q_s$, from the same formula as $q$, is larger in magnitude than $q$, so the wave returned from the silicon has amplitude ratio $(q-q_s)/(q+q_s)\approx-0.64$ and opposes the field. At height $h$ above the silicon its relative size is about $0.64e^{-2ah}$. This is 0.037 at the surface and 0.075 at 15 nm depth. Renewed reflection at the gap and prism changes the downward wave by about 1 % in amplitude, but here almost exactly a quarter period out of phase with it, so it hardly alters the density. The density is therefore multiplied by about $(1-0.037)^2$ and $(1-0.075)^2$, a fall of 7 % and 14 %, as found.

Other changes, each at fixed fluence and fixed $k_x$, are of similar size:

- A gap wider by 2 nm lowers the density by 15 %, and one narrower by 2 nm raises it by 18 %. By (13) the cleared depth shifts by about 3.5 nm either way. The wide-gap law (12) would give 14 % and 16 %. It comes close although $gd$ is only 0.38, because $B/A$ is small in this example: the part of the denominator of (7) that (12) drops is smaller than the part it keeps by the factor $|B/A|e^{-2gd}=0.11$.
- A prism index lower by 0.013, a rough measure of sapphire's birefringence, lowers the density by 6 %.
- A 10 % rise of $k$ during exposure raises the surface density by 9 %, slightly less than in proportion because the field weakens.

Acid diffusion with a Gaussian spread of 5 nm would reduce the lateral fringe contrast from 1 to 0.83. At threshold a cube of side 10 nm absorbs about 380 photons of 6.41 eV, which implies a Poisson noise of 5 %. With a rough heat capacity of 1.5 J/(cm$^3$ K), one pulse heats the bright surface by 4.4 K if no heat flows away and all absorbed energy becomes heat. These effects alter the dose and the quality of the pattern, but none restores the claim that an evanescent field cannot expose.

That claim does hold in this model when $\varepsilon''=0$. In linear optics, a resist transparent at the exposing wavelength takes no power from the field, but then a travelling wave would not expose it either.

## Table of computed values

```
Wavelength: 193.4 nm
Index of prism, gap: 1.92, 1.44
Resist n, k: 1.70, 0.03
Resist eps', eps'': 2.8891, 0.1020
Tangential index kx/k0: 1.85
Prism angle, critical angle: 74.5, 62.3 deg
Gap: 10.0 nm
k0, kx: 0.03249, 0.06010 1/nm
p, g: 0.01669, 0.03773 1/nm
a, b: 0.02383, 0.00226 1/nm
Density decay length 1/(2a): 20.98 nm
Surface |t|^2 without loss: 0.5349
Surface |t|^2 with loss: 0.5124
Absorbed fraction without loss: -0.0000
Absorbed fraction, formula: 0.06935
Absorbed fraction, numerical: 0.06935
1 - reflectance, numerical: 0.06935
Gap flux / incident flux: 0.06935
B/A real, imaginary: 0.2241, 0.0449
Absorbed fraction from lossless field: 0.07272
Its error against full formula: 4.9 %
eps'' at peak absorption: 1.887
Peak absorbed fraction: 0.3494
Fraction at peak eps''/4, x4: 0.2401, 0.2820
Fringe period, half-pitch: 52.27, 26.14 nm
Threshold dose inside resist: 20.0 mJ/cm2
alpha: 1.949 1/um
Threshold density: 389.9 J/cm3
Target depth: 15.0 nm
Fluence per beam: 6.027 mJ/cm2
Pulse fluence per beam: 0.050 mJ/cm2
Pulses needed: 120.5
Surface density, bright fringe: 797.0 J/cm3
Cleared width at surface: 26.50 nm
Cleared depth at twice the fluence: 29.54 nm
Film thickness on silicon: 60.0 nm
Silicon n, k: 0.88, 2.78
Film: fraction in resist, silicon: 0.0524, 0.0054
Film: density change at surface: -7.1 %
Film: density change at target depth: -14.4 %
Gap error: 2.0 nm
Density, wider / narrower gap: -15.2, +18.1 %
Prism index drop: 0.013
Density change from it, fixed kx: -5.6 %
Density change, resist k up 10 %: +9.4 %
Acid blur sigma: 5.0 nm
Fringe contrast after blur: 0.835
Photon energy: 6.411 eV
Photons absorbed in (10 nm)^3: 380
Relative photon noise: 5.1 %
Resist heat capacity: 1.5 J/(cm3 K)
Heating per pulse, no conduction: 4.41 K
```
